# Wigner threshold law for photodetachment of H⁻ and F⁻

## 1. What the exponent controls

Suppose a photodetachment cross section is known at 100 meV above threshold and is needed at 1 meV. If the electron leaves as an s wave, the leading law reduces it by a factor of 10; for a p wave the factor is 1000. Using the F⁻ exponent for H⁻ therefore misplaces the result by two orders of magnitude. A second error comes from using the correct exponent too far from threshold. An implementation needs the exponent, the coefficient and the range of the law.

Let $E_A$ be the electron affinity, $\omega$ the photon energy and $\varepsilon=\omega-E_A=k^2/2$ the excess energy. Equations are in atomic units. For outgoing orbital momentum $l$ the result is

$$\sigma_l\to C_l\,\varepsilon^{l+1/2},\qquad \varepsilon\to0^+ .$$

For the lowest allowed $l$, it holds for one-photon detachment that leaves a neutral atom, if the force on the electron is short ranged in the sense of Section 5, no final state lies at zero energy, and the threshold dipole integral is nonzero.

## 2. Which wave leaves

The ground states of both ions are $^1S$ with even parity. The electric dipole operator changes parity and carries one unit of angular momentum, so the final state is $^1P$ with odd parity.

For H⁻ the remaining atom is H($1s$), which is even and has zero orbital momentum. The electron must supply $l=1$. For F⁻ the remaining atom is F($2p^5$, $^2P$), which is odd. The electron must have even parity, and coupling $l$ to the atomic value 1 must give total 1. This permits $l=0$ and $l=2$. The s wave has the lower exponent and dominates near threshold. Hence

$$\sigma(\mathrm{H}^-)\propto\varepsilon^{3/2},\qquad \sigma(\mathrm{F}^-)\propto\varepsilon^{1/2},$$

once the general law is shown. This selection uses total symmetry, not an independent-electron picture.

## 3. Cross section and normalization

Light polarized along $z$ with field amplitude $F_0$ adds $F_0z\cos\omega t$ to the Hamiltonian. Its absorbing half has amplitude $F_0/2$, so the golden rule gives the rate

$$W=2\pi\frac{F_0^2}{4}\sum_f|\langle f|z|i\rangle|^2\delta(E_f-E_i-\omega).$$

The intensity is $cF_0^2/(8\pi)$ and the photon flux is this divided by $\omega$. With $c=1/\alpha$, where $\alpha$ is the fine-structure constant, rate divided by flux is

$$\sigma=4\pi^2\alpha\,\omega\sum_f|\langle f|z|i\rangle|^2\delta(E_f-E_i-\omega).$$

For $N=2(2l_b+1)$ independent electrons in a closed shell $l_b$, write $z=r\cos\theta$. For $l_b\to l_b+1$ the squared angular element is $[(l_b+1)^2-m^2]/[(2l_b+1)(2l_b+3)]$. Since $\sum_m m^2=l_b(l_b+1)(2l_b+1)/3$, its sum over $m$ is

$$\frac{(l_b+1)^2-l_b(l_b+1)/3}{2l_b+3}=\frac{l_b+1}{3}.$$

The reverse transition has the same elements, so in general the sum is $l_>/3$, with $l_>=\max(l,l_b)$. Two spins give $2l_>/3=Nl_>/[3(2l_b+1)]$, and

$$\sigma_l=4\pi^2\alpha\,\omega\,\frac{N l_>}{3(2l_b+1)}R^2,\qquad R=\int_0^\infty u_b\,r\,u_{\varepsilon l}\,dr. \tag{1}$$

Here $u_b$ is the bound radial function with $\int u_b^2dr=1$, and $u_{\varepsilon l}$ is normalized per unit energy. To find its amplitude, use $\int_0^\infty\sin kr\sin k'r\,dr=(\pi/2)\delta(k-k')$ for positive $k,k'$. Because $d\varepsilon=k\,dk$, $\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')$. An asymptotic sine therefore needs amplitude $\sqrt{2/(\pi k)}$.

## 4. Derivation of the threshold law

Let $\phi$ solve

$$\phi''=\left[\frac{l(l+1)}{r^2}+2V(r)-k^2\right]\phi,\qquad \phi\to r^{l+1}\quad(r\to0). \tag{2}$$

The starting condition does not contain energy, and the equation contains it through $k^2$. At fixed $r$, $\phi$ is thus a power series in $k^2$, beginning with the zero-energy solution $\phi_0$. First let $V$ vanish beyond some radius. There use the free solutions

$$S=k^{-l-1}kr\,j_l(kr)\to\frac{r^{l+1}}{(2l+1)!!},\qquad
C=-k^l kr\,y_l(kr)\to(2l-1)!!\,r^{-l},$$

where $j_l,y_l$ are spherical Bessel functions, the arrows mean $k\to0$, and $(-1)!!=1$. The prefactors make both functions series in $k^2$. At large $r$,

$$S\to k^{-l-1}\sin(kr-l\pi/2),\qquad C\to k^l\cos(kr-l\pi/2),$$

so $S'C-SC'=1$. Write $\phi=AS+BC$. Then

$$A=\phi'C-\phi C',\qquad B=S'\phi-S\phi'. \tag{3}$$

Evaluated at a fixed radius, these are also series in $k^2$. The asymptotic amplitude of $\phi$ is $\sqrt{A^2k^{-2l-2}+B^2k^{2l}}$. Dividing by it and multiplying by $\sqrt{2/(\pi k)}$ gives

$$u_{\varepsilon l}=\sqrt{\frac{2}{\pi}}\,k^{l+1/2}\frac{\phi}{\sqrt{A^2+B^2k^{4l+2}}}. \tag{4}$$

The bound function decays as $e^{-\gamma r}$ with $\gamma=\sqrt{2E_A}$, so the dipole integral is confined to a finite region in effect and has a finite threshold limit. Define $M_0=\int u_b r\phi_0dr$ and $A_0=A(k=0)$. If neither vanishes,

$$R^2\to\frac{2}{\pi}k^{2l+1}\frac{M_0^2}{A_0^2}.$$

With $k^{2l+1}=(2\varepsilon)^{l+1/2}$ and $\omega\to E_A$, equation (1) becomes

$$C_l=8\pi\alpha E_A\frac{Nl_>}{3(2l_b+1)}\,2^{l+1/2}\frac{M_0^2}{A_0^2}. \tag{5}$$

The factor $k^{2l+1}$ describes how weakly a slow wave of unit energy normalization reaches the region of the bound electron. For $l>0$ the centrifugal barrier suppresses it further. The bound orbital and the potential felt by the outgoing electron set the coefficient, but not the exponent once $l$ is fixed.

With many electrons, $\phi$ and $A,B$ become matrices over the open channels. The combination $\phi A^{-1}=S+CBA^{-1}$ has a regular free wave in one chosen channel $l$. Its normalization again supplies $k^{l+1/2}$, and the remaining dipole amplitude is finite. The argument therefore survives short-range coupling between the s and d waves of F⁻, provided $A$ is invertible at threshold.

### A closed form for H⁻

A zero-range binding potential gives $u_b=\sqrt{2\gamma}\,e^{-\gamma r}$ and leaves the p wave free. Since $kr\,j_1(kr)=\sin(kr)/(kr)-\cos(kr)$,

$$\int_0^\infty re^{-\gamma r}\left[\frac{\sin kr}{kr}-\cos kr\right]dr
=\frac{1}{\gamma^2+k^2}-\frac{\gamma^2-k^2}{(\gamma^2+k^2)^2}
=\frac{2k^2}{(\gamma^2+k^2)^2}.$$

Squaring and including $2\gamma$ and $2/(\pi k)$ gives $R^2=16\gamma k^3/[\pi(\gamma^2+k^2)^4]$. For one electron the factor in (1) is $4\pi^2\alpha\omega/3$, with $\omega=(\gamma^2+k^2)/2$, so

$$\sigma=\frac{32\pi\alpha}{3}\frac{\gamma k^3}{(\gamma^2+k^2)^3}. \tag{6}$$

Set $x=\varepsilon/E_A=k^2/\gamma^2$. Relative to its own threshold law, (6) is $(1+x)^{-3}$, and its local exponent is

$$\frac{d\ln\sigma}{d\ln\varepsilon}=\frac32-\frac{3x}{1+x}. \tag{7}$$

The exponent falls to zero at $x=1$, where the cross section peaks. For $E_A=0.75$ eV the peak is at a photon energy of 1.50 eV and equals $1.55\times10^{-17}$ cm² per electron. In this model the cross section is already 10% below the threshold law when $(1+x)^{-3}=0.9$, or $\varepsilon\approx27$ meV.

## 5. When the law changes

**Long-range forces.** Let $A(r)$ be defined by (3) at each radius. Differentiation and equation (2) give

$$A'(r)=\phi''C-\phi C''=2V\phi C.$$

At zero energy $\phi C$ grows as $r$. For a tail of one sign, a finite, nonzero $A_0$ thus requires $\int^\infty r|V|dr$ to converge. A polarization tail $-\alpha_d/(2r^4)$, with atomic polarizability $\alpha_d$, satisfies this condition. It preserves the leading exponent, although expansion of the waves to order $k^2$ now produces $k^2\int^{1/k}dr/r$, and hence corrections of order $k^2\ln(1/k)$. An open-shell atom such as F also has a quadrupole tail proportional to $r^{-3}$, which couples s and d waves. The leading s-wave exponent survives, but the much smaller d-wave part can then follow a lower power than $\varepsilon^{5/2}$. The model below omits this coupling.

An inverse-square tail fails the condition. If it changes $l(l+1)$ to $\lambda(\lambda+1)$ with $\lambda>-1/2$, the same matching gives exponent $\lambda+1/2$. A Coulomb attraction changes the onset more strongly: the energy-normalized wave remains finite near the atom as $k\to0$. For neutral hydrogen, integrating the $1s$ dipole element with Coulomb waves gives $6.26\times10^{-18}$ cm² at $k=0.05$. The mean exponent between $k=0.05$ and $0.10$ is $-0.014$, consistent with a finite onset.

**A zero-energy s state.** If $A_0=0$ and $B_0\ne0$, then $A$ is of order $k^2$ and the denominator in (4) is approximately $|B_0|k$. The wave scales as $k^{-1/2}$, so $\sigma\propto\varepsilon^{-1/2}$. The potential $V=-1/\cosh^2r$ is an example: $\phi_0=\tanh r$ tends to a constant. With the F⁻ model orbital described below as the initial state, its numerical exponent at 0.1 meV is $-0.500$.

## 6. Implementation and worked example

The example concerns laser photodetachment used to diagnose negative ions in hydrogen and fluorine-bearing process plasmas. Each model ion has

$$V(r)=-\frac{Z}{r}e^{-r/D}.$$

For H⁻, $Z=1$, $l_b=0$, $N=2$ and $E_A=0.75$ eV. For F⁻, $Z=9$, $l_b=1$, $N=6$ and $E_A=3.40$ eV. The affinities are rough values. Adjusting $D$ to bind the orbital at $-E_A$ gives 1.134 bohr for H⁻ and 0.526 bohr for F⁻. The same potential acts on the outgoing electron.

To obtain the coefficient:

1. Solve for $u_b$ and normalize it.
2. Integrate (2) outward at $k=0$, starting from $r^{l+1}$.
3. Match outside the potential to $A_0r^{l+1}/(2l+1)!!+B_0(2l-1)!!r^{-l}$.
4. Compute $M_0$ and insert it in (5).
5. For cm² and eV, multiply by the squared Bohr radius in cm² and divide by $E_h^{l+1/2}$, with $E_h$ the Hartree energy in eV.

In step 4, $E_A$ is in hartree. The normalization of $\phi_0$ cancels from $M_0/A_0$, but both factors must use the same $\phi_0$. The results are

$$C_1(\mathrm H^-)=6.24\times10^{-16}\ \mathrm{cm^2\,eV^{-3/2}},$$

$$C_0(\mathrm F^-)=7.65\times10^{-18}\ \mathrm{cm^2\,eV^{-1/2}}.$$

For comparison, finite-energy waves were integrated by the Numerov method on a logarithmic radial mesh and inserted in (1). The local exponent $p$ comes from energies 1% below and above the stated value. F⁻ includes both s and d waves.

| $\varepsilon$ (meV) | $p$, H⁻ | full/law, H⁻ | $p$, F⁻ | full/law, F⁻ |
|---:|---:|---:|---:|---:|
| 0.1 | 1.500 | 1.000 | 0.500 | 1.000 |
| 1 | 1.496 | 0.996 | 0.499 | 0.999 |
| 10 | 1.461 | 0.962 | 0.494 | 0.994 |
| 100 | 1.154 | 0.692 | 0.441 | 0.940 |

Halving the logarithmic step from 0.004 to 0.002 changes the calculated cross sections by at most $2.5\times10^{-5}$ for H⁻ and $1.5\times10^{-6}$ for F⁻, relative to the finer-mesh values.

At 1 meV the arithmetic of the law is

$$6.24\times10^{-16}(0.001)^{3/2}=1.97\times10^{-20}\ \mathrm{cm^2}$$

for H⁻, against $1.96\times10^{-20}$ cm² from the full wave. For F⁻,

$$7.65\times10^{-18}(0.001)^{1/2}=2.42\times10^{-19}\ \mathrm{cm^2},$$

which agrees with the full value to the digits shown. At 100 meV the full values are $1.36\times10^{-17}$ and $2.28\times10^{-18}$ cm². The order of the two ions has reversed: F⁻ has the larger cross section at 1 meV, H⁻ at 100 meV.

The early departure for H⁻ follows its small affinity. At 100 meV, $x=0.133$, and (7) predicts an exponent of 1.147, close to the full model's 1.154. In F⁻ the d wave contributes 0.2% of the total at 100 meV; its own exponent at 1 meV is 2.499.

### Laser wavelengths

At 1064 nm the photon energy is 1.165 eV and the H⁻ excess is 0.415 eV. The law gives

$$6.24\times10^{-16}(0.415)^{3/2}=1.67\times10^{-16}\ \mathrm{cm^2},$$

but the full model gives $4.6\times10^{-17}$ cm², or 0.27 of that value. The threshold law should not be used for H⁻ at this wavelength. For F⁻ at 355 nm, the photon energy is 3.493 eV and the excess is 0.093 eV. The full model gives $2.2\times10^{-18}$ cm², or 0.94 of the law.

For uniform fluence $\Phi$, the detached fraction is $1-\exp(-\sigma\Phi/\hbar\omega)$, with $\Phi$ and $\hbar\omega$ in matching energy units. At a chosen 50 mJ/cm², the H⁻ exponent is about 12 and detachment is nearly complete. For F⁻ the exponent is 0.20 and the fraction is 0.18. Under these model conditions, the F⁻ signal cannot be read as the full ion density without correction.

## 7. Model limits in a real plasma

The exponents rest on symmetry and matching; the coefficients depend on the model. For H⁻, a correlated two-electron ground state combined with a free outgoing p wave gives about $3.6\times10^{-17}$ cm² at 1064 nm, $4.0\times10^{-17}$ cm² at a photon energy of 1.5 eV, and $C_1\approx5.0\times10^{-16}\ \mathrm{cm^2\,eV^{-3/2}}$. The model values at 1064 nm and at threshold are thus about a quarter too high. Real ions break the assumption of independent, unrelaxed electrons. For H⁻, the squared overlap of the remaining model orbital with H($1s$) is 0.76, so projection onto that final atom would lower the model cross section by 24%. For F⁻, Hartree–Fock determinants of the ion with one electron removed have a summed squared overlap of 0.91 with neutral F. The Hartree–Fock $2p$ rms radius is 1.49 bohr, against 1.42 bohr in the model. These values use the aug-cc-pVTZ basis; changing from aug-cc-pVDZ shifts them by about $-0.001$ and $-0.002$ bohr, respectively, the overlap shift being dimensionless. Hartree–Fock omits electron correlation.

Polarization was sized by adding $-\alpha_d/[2(r^2+4)^2]$ and retuning $D$ at fixed affinity. The inputs were $\alpha_d=4.5$ bohr³ for H and a rough 3.7 bohr³ for F. At 1 meV the cross section rises by 5% for H⁻ and 32% for F⁻. These sizes depend on the chosen cutoff length of 2 bohr: lengths from 1.5 to 3 bohr give rises of about 3–6% for H⁻ and 20–40% for F⁻. With the 2 bohr cutoff, the exponents at 0.1 meV remain 1.500 and 0.500. The F⁻ coefficient is thus much less certain than its numerical precision suggests.

Fluorine also has two fine-structure thresholds, separated by roughly 50 meV. With statistical weights 2/3 and 1/3, and the same s-wave coefficient per unit weight, the factor at 100 meV above the lower threshold is

$$\frac23+\frac13\sqrt{\frac{100-50}{100}}=0.90.$$

Below the upper threshold it is 2/3. A single power law fitted across both onsets would mix two thresholds.

A static field $\mathcal E$ blurs the onset. Equating $\mathcal E d$ to the confinement energy $1/(2d^2)$ over a distance $d$ gives the energy scale $(\mathcal E^2/2)^{1/3}$. For a chosen sheath field of 1 kV/cm it is 0.7 meV. This case concerns ions crossing the sheath, such as H⁻ made at a surface; an ordinary sheath turns back negative ions that arrive from the bulk plasma. The zero-field entries at 0.1 and 1 meV then show the mathematical limit, not a resolvable law in that sheath. For H⁻ in this field, a fit needs excess energies well above 0.7 meV but still well below the affinity; at 10 meV the model's departure from the law is 4%. A uniform field also puts ripples on the cross section. If the field is the only force on the outgoing electron, those for H⁻ near 10 meV are about 0.6 meV apart. With light polarized along the field they change the cross section by less than 2%, yet swing the local exponent between about 0 and 3, so the fit should span several ripples. With light polarized across the field they are negligible there.
